# Does finite ion size in the Bikerman model cause overscreening?

**Q:** I am modelling the double layer at a plating cathode, and I have replaced Gouy-Chapman theory by the Bikerman model so that ions have a finite size. Counterions can no longer pile up without limit at the surface. The first layer fills, the next ions must sit behind it, and the packed layer may carry more charge than the electrode. So I expect density layers and a potential that changes sign. Which ion size do I need to see this?

**A:** Let us first fix what the model contains. Space is divided into equal cells of volume \(a^3\), each holding one ion or one unit of solvent. Let \(w_i\) be the fraction of cells near a given point that hold species \(i\), with valence \(z_i\). The solvent is included, with \(z=0\), so \(\sum_i w_i=1\). Write \(u=e\phi/kT\) for the reduced potential. Counting the arrangements of many cells gives the mixing entropy, and the free energy per cell, in units of \(kT\), is

\[
g=\sum_i w_i\ln w_i+\sum_i w_i(z_iu-\mu_i).
\]

Here \(\mu_i\) is set by the bulk reservoir. I assume equilibrium, a mean-field potential, and a permittivity that does not depend on composition. Minimising with a multiplier \(\lambda\) for \(\sum_i w_i=1\) gives

\[
\ln w_i+1+z_iu-\mu_i+\lambda=0 ,
\]

so \(w_i\propto e^{\mu_i-z_iu}\). In the bulk \(u=0\), hence \(w_i^b\propto e^{\mu_i}\), and after normalisation

\[
w_i=\frac{w_i^b e^{-z_iu}}{Q(u)},\qquad Q(u)=\sum_j w_j^b e^{-z_ju}.
\]

The denominator is the whole effect of size. It keeps every \(w_i\) below one.

**Q:** But that denominator could make the charge density do something complicated as the potential grows.

**A:** The charge density is \(\rho=(e/a^3)\langle z\rangle\), where \(\langle z\rangle=\sum_i z_iw_i\) is the mean valence per cell. Since

\[
\frac{d\ln Q}{du}=\frac{-\sum_j z_jw_j^be^{-z_ju}}{Q}=-\langle z\rangle,
\]

the logarithm of \(w_i\) has the slope

\[
\frac{d\ln w_i}{du}=-z_i-\frac{d\ln Q}{du}=\langle z\rangle-z_i .
\]

Therefore

\[
\frac{d\langle z\rangle}{du}=\sum_i z_iw_i(\langle z\rangle-z_i)
=\langle z\rangle^2-\langle z^2\rangle=-\mathrm{Var}(z)<0 .
\]

The variance is positive because cells with different valences are present. The bulk is neutral, so \(\rho=0\) at \(\phi=0\). A strictly decreasing function through the origin obeys

\[
\phi\,\rho(\phi)<0\qquad(\phi\neq0).
\]

Size limits how large \(|\rho|\) can become. It cannot give a region of positive potential a positive charge.

**Q:** That is a statement at one point. Overscreening concerns the sum of all the charge up to some distance. Could the ions not overshoot collectively?

**A:** Gauss's law decides that. Put the plane of closest approach at \(x=0\), with the electrolyte at \(x>0\). The electrode has charge \(\sigma\neq0\) per area, and the potential and field vanish far away. With \(E=-\phi'\) and displacement \(D\),

\[
D'=\rho,\qquad D(0)=\sigma,\qquad D(x)=\sigma+\int_0^x\rho\,dx' .
\]

So \(D(x)\) is the enclosed charge, and overscreening means that it takes the sign opposite to \(\sigma\). For constant permittivity \(D=\varepsilon E\). I need less than that: \(D\) may be any smooth odd function of \(E\) with \(dD/dE>0\), so that \(ED>0\) whenever \(E\neq0\).

Now follow the product \(G=\phi D\):

\[
G'=\phi'D+\phi D'=-ED+\phi\rho\le0 .
\]

Neither term can be positive. So \(G\) never rises with distance, and it tends to zero in the bulk. Hence \(G\ge0\) everywhere.

**Q:** That still allows \(G\) to touch zero, where the potential or the enclosed charge could change sign.

**A:** Suppose \(G(x_0)=0\). Since \(G\) does not rise and is not negative, it is zero for all \(x\ge x_0\). Then \(G'=0\) there, so both \(ED\) and \(\phi\rho\) vanish, which requires \(E=0\) and \(\phi=0\). But \(\phi'=-E(D)\) and \(D'=\rho(\phi)\) form a first-order system with smooth right-hand sides. A solution with \(\phi=D=0\) at one point is zero at every point, including the electrode. That contradicts \(D(0)=\sigma\neq0\).

So \(G>0\) for all \(x\), and neither \(\phi\) nor \(D\) ever vanishes. Both are continuous, so \(D\) keeps the sign of \(\sigma\), and \(\phi\) has the same sign. Three results follow.

- \(\phi'=-E\) has the sign opposite to \(\phi\), so \(|\phi|\) falls strictly with distance.
- The enclosed charge keeps the sign of \(\sigma\), so there is no overscreening.
- \(\rho\) is a strictly decreasing function of \(\phi\), so \(|\rho|\) also falls strictly, and there are no alternating or repeated charge layers.

With one common cell size for ions and solvent, no value of that size produces what you expected. An ion-free gap between metal and electrolyte changes nothing: there \(\rho=0\) and \(D=\sigma\), so the potential runs one way through the gap too.

**Q:** Then what does finite size do? My counterion profile does look different from Gouy-Chapman.

**A:** It broadens the charge. Take constant permittivity and define \(b=e^2/(\varepsilon kT)\), a length, and \(s=\sigma/e\). Poisson's equation becomes

\[
u''=-\frac{b}{a^3}\langle z\rangle=\frac{b}{a^3}\frac{d\ln Q}{du}.
\]

Multiply by \(u'\) and integrate from the bulk, where \(u'=0\) and \(Q=1\):

\[
\frac{u'^2}{2}=\frac{b}{a^3}\ln Q(u).
\]

At the surface \(u'(0)=-bs\), so \(bs^2/2=a^{-3}\ln Q(u_0)\). For a 1:1 salt of bulk density \(c_0\), let \(\nu=2a^3c_0\) be the filled fraction of the bulk. Then

\[
Q=1-\nu+\nu\cosh u .
\]

With \(X=a^3bs^2/2\), the condition \(Q(u_0)=e^X\) gives

\[
\cosh u_0=1+\frac{e^{X}-1}{\nu}.
\]

For small cells \(e^X-1\approx X\), and \(\cosh u_0-1=2\sinh^2(u_0/2)\) gives \(\sinh^2(u_0/2)=bs^2/(8c_0)\), the Gouy-Chapman result. For \(X\gg1\), \(\cosh u_0\approx e^{|u_0|}/2\), so

\[
|u_0|\approx X+\ln(2/\nu).
\]

The term \(X\) is the potential drop across a layer of thickness \(|s|a^3\) filled with counterions at density \(1/a^3\). That is crowding: one plateau followed by a decay.

Far out, \(Q\approx1+\nu u^2/2\), so \(u'^2=\kappa^2u^2\) with

\[
\kappa^2=\frac{b\nu}{a^3}=2bc_0 .
\]

The cell size has cancelled, and \(\kappa\) is real. The tail is a plain exponential.

**Q:** Put in numbers for my bath. It is an acid bath, with a strong monovalent acid as the supporting electrolyte.

**A:** I take 1 mol/L of a monovalent acid at 298.15 K, relative permittivity 78.5, a hydrated-ion cell edge of 0.6 nm and \(\sigma=-20\) µC/cm². These are rough values. Being a cathode does not fix the sign or size of \(\sigma\); both depend on where the electrode potential lies relative to the point of zero charge. A solvent cell of this size has room for about seven water molecules, which the model counts as one unit. Then \(s=-1.248\) nm\(^{-2}\), \(b=8.972\) nm, \(c_0=0.602\) nm\(^{-3}\) and \(\nu=0.260\). The Debye length \(1/\kappa\) is 0.304 nm. The exponent is

\[
X=\tfrac12(0.6)^3(8.972)(1.248)^2=1.51,
\]

and

\[
\cosh u_0=1+\frac{e^{1.51}-1}{0.260}\approx14.6,\qquad u_0=-3.37 .
\]

With \(kT/e=25.69\) mV the surface potential is \(-87\) mV. At the same charge Gouy-Chapman theory gives \(-67\) mV. Its surface cation density is 13.5 mol/L, above the close-packing limit \(1/a^3\) of 7.7 mol/L. The Bikerman value is 6.4 mol/L, with 84% of the surface cells filled by cations.

Solving Poisson's equation by finite volumes gives the profile:

| \(x\) (nm) | \(\phi\) (mV) |
|---|---|
| 0 | −86.6 |
| 0.2 | −44.3 |
| 0.5 | −16.4 |
| 1.0 | −3.2 |
| 2.0 | −0.12 |

The surface is strongly crowded, yet the potential goes steadily to zero. With \(X=1.51\) there is no real plateau yet: the cation fraction falls from 0.84 to 0.40 over the thickness \(|s|a^3=0.27\) nm. Ninety percent of the electrode charge is screened within 0.69 nm, which is about one cell edge. The model therefore puts nearly all its structure on a scale where a smooth density has little literal meaning.

**Q:** My real bath also contains divalent metal ions. I once computed such a mixture and saw a maximum in the monovalent cation, away from the wall. Is that not a layer?

**A:** It is a real feature of the model, and it does not conflict with the proof. The proof covers \(\phi\), \(\rho\) and the enclosed charge, not each species. Return to \(d\ln w_i/du=\langle z\rangle-z_i\). In a binary salt \(\langle z\rangle\) lies strictly between the two ion valences, so each slope has a fixed sign and both ion profiles are monotonic. In a mixture \(\langle z\rangle\) can exceed one near a negative electrode, because divalent ions fill the cells. On approaching the wall, the monovalent cation is first enriched, and is then displaced once \(\langle z\rangle>1\).

Take 0.5 mol/L of monovalent cations, 0.5 mol/L of divalent cations and 1.5 mol/L of monovalent anions, with the cell, temperature, permittivity and electrode charge unchanged. The finite-volume solution has the monovalent cation rising from 0.5 mol/L in the bulk to 1.00 mol/L at \(x=0.08\) nm, then falling to 0.79 mol/L at the surface. The surface potential is \(-51\) mV.

Since \(\langle z\rangle\) is monotonic in \(x\), it passes the value \(z_i\) at most once. A species can thus have one maximum but not a series of them. This one lies much closer to the wall than one cell edge, so I would read it as a preference for divalent ions at the surface, not as a resolved layer. It also rests on equal cells. Let an ion of volume \(v_i\) carry the free-volume factor (one minus the volume fraction of ions, over its bulk value) to the power \(v_i/v_0\), with \(v_0\) the volume of the solvent unit; equal volumes give back the model above. With a divalent ion of edge 0.8 nm the maximum disappears: the monovalent cation is highest at the wall, at 1.5 mol/L, and the surface potential is \(-75\) mV. With all ions at 0.6 nm but a solvent unit of edge 0.31 nm, about one water molecule, the potential is \(-64\) mV.

**Q:** I am still uneasy. Hard objects at a wall do form layers. Why does excluding double occupancy not produce them?

**A:** For uncharged objects, because the exclusion acts inside one cell and is not felt in the next. An uncharged model in one dimension shows the difference. Put rods on a line of \(N\) sites between hard walls, each rod covering \(m\) sites, with fugacity \(\zeta\). The last site of a stretch of \(n\) sites is either empty or the end of a rod, so the partition function obeys

\[
Z_n=Z_{n-1}+\zeta Z_{n-m},
\]

with \(Z_n=1\) for \(0\le n<m\). The probability that a rod starts after \(k\) sites is

\[
p_k=\frac{\zeta Z_kZ_{N-k-m}}{Z_N}.
\]

For \(m=1\), which is the Bikerman type of exclusion, \(Z_n=(1+\zeta)^n\) and

\[
p_k=\frac{\zeta(1+\zeta)^{N-1}}{(1+\zeta)^N}=\frac{\zeta}{1+\zeta}.
\]

This does not depend on \(k\): the profile is flat up to the wall, however full the line is.

For \(m=10\), on a line of 600 sites with \(\zeta\) chosen to fill 70% of the sites in the middle, the sums give a density of 2.70 times the bulk value at contact. It falls to 0.41 times the bulk value and rises again to a second maximum of 1.27. These are layers, with no charge present. Here they come from an exclusion that reaches over neighbouring positions. A finite repulsion between neighbours can also produce layers. For charged particles the mean field matters too: a one-dimensional lattice of charged sheets with one-site exclusion, summed exactly, can show alternating charge when it is densely filled. The rods illustrate the mechanism; they do not predict your bath.

**Q:** And overscreening? What must be added for that?

**A:** One addition that can produce it, if its range is long enough, is a nonlocal electrostatic term that represents ion correlations. The Bazant-Storey-Kornyshev equation keeps the Bikerman charge density and introduces a correlation length \(l\):

\[
\left(1-l^2\frac{d^2}{dx^2}\right)u''=-\frac{b\rho}{e},\qquad u'(0)=-bs,\quad u'''(0)=0 .
\]

Integrating once from the surface, the enclosed charge is now

\[
D=-\frac{e}{b}\left(u'-l^2u'''\right).
\]

Here the proof breaks. \(D\) is no longer a function of the local field, so \(ED\) may be negative and \(G\) may rise.

In the tail \(\rho\approx-e\kappa^2u/b\). Inserting \(u\propto e^{-qx}\) gives \(q^2-l^2q^4=\kappa^2\), or

\[
q^2=\frac{1\pm\sqrt{1-4l^2\kappa^2}}{2l^2}.
\]

For \(l\kappa>1/2\) the roots are complex and the tail oscillates.

For the 1:1 bath I set \(l=a=0.6\) nm, which is an assumption and not a measured length. Then \(l\kappa=1.97\), far above the threshold. A numerical solution by collocation, with the same salt and electrode charge, has the enclosed charge reaching \(-0.27\,\sigma\) at \(x=0.83\) nm: the ions overcompensate the electrode by 27%. The potential first crosses zero at the same place. This must be so, because \(D'=\rho\), and \(\rho\) vanishes where \(u\) does. The next zero lies 2.20 nm further out, in close agreement with the spacing \(\pi/|\mathrm{Im}\,q|\) of the linearised tail. With \(l\kappa=0.3\) instead, the computed enclosed charge does not reverse.

**Q:** So for my bath the monotonic profile may be wrong, although the theorem is right?

**A:** Yes. The theorem says what the local model can show. The Bjerrum length, at which two unit charges interact with energy \(kT\), is \(b/4\pi=0.71\) nm. That is more than twice the Debye length here, so neglecting correlations is not justified by a small parameter.

The potential itself is also uncertain, because water saturates in strong fields. With constant permittivity the surface field is 2.9 MV/cm in magnitude. A commonly used form of the Booth formula replaces the relative permittivity by

\[
\varepsilon_r(E)=n^2+(\varepsilon_r-n^2)\frac{3}{\beta E}\left(\coth\beta E-\frac1{\beta E}\right),\qquad
\beta=\frac{5\mu(n^2+2)}{2kT},
\]

where \(\varepsilon_r\) on the right is the low-field value. I use refractive index \(n=1.33\) and a molecular dipole \(\mu\) of roughly 1.85 debye. At the same electrode charge the surface field becomes 37 MV/cm, the surface permittivity about 6, and the surface potential \(-0.25\) V instead of \(-0.087\) V. This \(D(E)\) is odd and increasing, so the theorem still applies and the potential stays monotonic.

The size of the effect is much less certain than its direction. With this \(\beta\) the orientational polarisation saturates at 14 µC/cm², although fully aligned water dipoles of 1.85 debye would give 21 µC/cm². The electrode carries 20 µC/cm², so the missing part has to come from a very large field. If the coefficient \(5/2\) in \(\beta\) is replaced by \(\sqrt{73}/6\approx1.42\), saturation comes later, at 25 µC/cm². The surface field is then only 5.1 MV/cm, the surface permittivity 44, and the surface potential \(-0.10\) V. Read the 37 MV/cm as a sign of how sensitive the estimate is, not as the field in real water.

An ion-free gap of half a cell adds \(-0.09\) V with constant permittivity, or \(-1.1\) V if the Booth surface field persists through it. The total thus moves from about \(-0.17\) V to about \(-1.4\) V. With the smaller coefficient in \(\beta\) the gap adds \(-0.15\) V and the total is only about \(-0.25\) V. Dissolved ions also lower the permittivity, an effect the theorem excludes. If it falls linearly by a rough 4 to 8 units per mol/L of each ion, with no Booth saturation and no gap, the surface potential moves from \(-0.087\) V to between \(-0.11\) and \(-0.15\) V. I would not use any of these figures as a prediction for a real cathode.

**Q:** My cathode also carries current, whereas you assumed equilibrium.

**A:** For a rough current density \(j\) of 10 mA/cm² and an ion diffusivity \(\mathcal D\) of \(10^{-5}\) cm²/s, the electrochemical potential difference needed across one Debye length at bulk ion density is

\[
\frac{\Delta\mu}{kT}=\frac{j}{e\,\mathcal D\,c_0\,\kappa}\approx3\times10^{-7}.
\]

Equilibrium across the thin layer is therefore a good approximation for an ion at that density. It says nothing about the much thicker diffusion layer outside, whose depletion would change the local "bulk" composition.

**Q:** Does the result hold between two electrodes?

**A:** Not as stated. Between two equal electrodes with the same charge, symmetry requires \(\phi'=0\) at the midplane, so the potential has an extremum there. The proof used a single electrode when it set \(G\to0\) far away. If your local Bikerman code shows an oscillating potential outside one planar electrode, under the conditions above, look for a numerical error or an extra term in the equations, not for an effect of ion size.
